# Inner-shell tunnelling and the shared tails of Hartree-Fock and Dyson orbitals

**The argument under review.** The submitted argument estimates static-field ionization from an inner shell in three moves.

1. A canonical Hartree-Fock orbital $\varphi_i$ obeys a one-electron equation with eigenvalue $\varepsilon_i$, so its tail is $e^{-\kappa_i r}$ with $\kappa_i=\sqrt{-2\varepsilon_i}$.
2. If a computed tail disagrees, the orbital should be replaced by a Dyson orbital, which decays with the ionization energy of its own channel.
3. The exponential seen at large distance then fixes the tunnelling rate.

Each move needs checking separately. I use atomic units in the algebra, eV and Å for numbers, and a nonrelativistic Hamiltonian with fixed nuclei.

## Does a Hartree-Fock orbital decay with its own energy?

For a closed-shell system of $N$ electrons and nuclear charge $Z$, the orbital equation is

$$\left(-\tfrac12\nabla^2-\tfrac Zr+V_H-\varepsilon_i\right)\varphi_i(\mathbf r)=\sum_j\varphi_j(\mathbf r)\int\frac{\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r' ,$$

where $V_H$ is the Hartree potential and $j$ runs over the occupied spatial orbitals. The right side is the exchange term. It is not a local potential times $\varphi_i$, and the first move overlooks this.

At large $r$, expand $1/|\mathbf r-\mathbf r'|$ in multipoles $r'^L/r^{L+1}$. The term $j=i$, $L=0$ gives $\varphi_i/r$. Together with $V_H\to N/r$ it leaves the attraction $-q/r$, $q=Z-N+1$. For $j\neq i$ the $L=0$ term vanishes by orthogonality. A term with $L\ge1$ generally survives and acts as a source proportional to $\varphi_j/r^{L+1}$. If $\varphi_j$ decays more slowly than $e^{-\kappa_i r}$, the source outlives the orbital's own exponential.

Take Si²⁺, $1s^22s^22p^63s^2$, with $q=3$. Write $\varphi_{2p,m}=P_{2p}Y_{1m}/r$ and $\varphi_{3s}=P_{3s}Y_{00}/r$. In the exchange integral between them the angular integration selects $L=1$. The addition theorem supplies $4\pi/3$, and the two factors $Y_{00}=1/\sqrt{4\pi}$ supply $1/4\pi$. Hence, outside the core,

$$\left(-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}+V-\varepsilon_{2p}\right)P_{2p}=\frac{D}{3r^2}P_{3s},\qquad D=\int_0^\infty P_{2p}\,r\,P_{3s}\,dr ,$$

with $V\to-q/r$. Shorter-range exchange terms have been dropped. The 3s orbital obeys $-\tfrac12P_{3s}''+VP_{3s}=\varepsilon_{3s}P_{3s}$ to the same accuracy, because the reaction of 2p on it is of relative order $r^{-4}$.

Set $P_{2p}=\rho P_{3s}$ and $\Delta\varepsilon=\varepsilon_{3s}-\varepsilon_{2p}>0$. The product rule gives $-\tfrac12(\rho P_{3s})''=-\tfrac12\rho''P_{3s}-\rho'P_{3s}'-\tfrac12\rho P_{3s}''$. Eliminating $P_{3s}''$ and dividing by $P_{3s}$,

$$\Delta\varepsilon\,\rho+\frac{\rho}{r^2}-\tfrac12\rho''-\rho'\frac{P_{3s}'}{P_{3s}}=\frac{D}{3r^2}.$$

The leading solution is $\rho=D/(3\Delta\varepsilon\,r^2)$. For the corrections put $P_{3s}'/P_{3s}=-k$. Acting on $r^{-n}$, the last term on the left gives $-nk\,r^{-n-1}$, so each coefficient in the series follows from the one before by the factor $nk/\Delta\varepsilon$, starting with $n=2$. With $t=2k/(r\Delta\varepsilon)$,

$$\frac{P_{2p}}{P_{3s}}\simeq\frac{D}{3\Delta\varepsilon\,r^2}\left(1+t+\tfrac32t^2+\dots\right).$$

The terms $\rho/r^2$ and $\rho''$ are omitted here; they first enter at relative order $1/(r^2\Delta\varepsilon)$. So the 2p orbital has the exponential of 3s, reduced by two powers of $r$.

**Numbers for Si²⁺.** Numerical radial Hartree-Fock gives $\varepsilon_{3s}=-32.16$ eV and $\varepsilon_{2p}=-137.16$ eV. A Gaussian-basis calculation agrees within 0.03 eV. These are mean-field energies, without correlation, relativity or relaxation of the ion.

The corresponding constants are $\kappa_{3s}=2.906$ Å⁻¹ and $\kappa_{2p}=6.00$ Å⁻¹. A homogeneous solution behaves as $r^{q/\kappa}e^{-\kappa r}$: the $1/r$ terms cancel when the power $\nu$ obeys $\kappa\nu=q$. Between 4.0 and 4.5 Å the own-energy law for 2p therefore predicts a mean logarithmic decay

$$6.00-0.945\,\frac{\ln(4.5/4.0)}{0.5}=5.78\ \text{Å}^{-1}.$$

The computed 2p orbital decays at 2.93 Å⁻¹, about half of that. The 3s orbital decays at 2.43 Å⁻¹ there, and the factor $r^{-2}$ adds $2\ln(1.125)/0.5=0.47$ Å⁻¹, giving 2.90 Å⁻¹. The falling bracket in the ratio formula adds a little more. That 2.93 Å⁻¹ lies so near $\kappa_{3s}$ is an accident of this ion: $q/\kappa_{3s}=1.95$ in atomic units, so the Coulomb power in $P_{3s}$ almost cancels the $r^{-2}$.

The amplitude can be checked too. With $D=0.0918$ Å, $\Delta\varepsilon=105.0$ eV and the unit factor $14.40$ eV Å, the leading formula at 4.5 Å gives

$$\frac{0.0918\times14.40}{3\times4.5^2\times105.0}=2.07\times10^{-4}.$$

The corrections raise it to $2.26\times10^{-4}$; the computed ratio is $2.28\times10^{-4}$. The last digit of this ratio and of the 2p decay depends on the radial mesh: a spline mesh in a larger box gives $2.29\times10^{-4}$ and 2.925 Å⁻¹.

The cause was tested directly. When the 3s exchange is removed from the 2p equation alone and the orbitals are again made self-consistent, the 2p decay becomes 5.777 Å⁻¹. The own-energy law for the new eigenvalue gives 5.768 Å⁻¹. The slow tail is thus due to that exchange term.

**Where the inheritance fails, and where it needs a chain.** In an atom with s shells alone, $L=0$ is the only available multipole. What remains of it after orthogonality is

$$P_j(r)\int_r^\infty\left(\frac1{r'}-\frac1r\right)P_j(r')P_i(r')\,dr'.$$

If $P_i$ had a tail $e^{-\lambda r}$, this source would fall as $e^{-(2\kappa_j+\lambda)r}$, up to powers, which is faster than $P_i$ itself. It cannot sustain the tail, so $\lambda$ must be the orbital's own $\kappa_i$. The first move is correct in that case.

In Si²⁺ the 2s orbital has no multipole $L\ge1$ with 3s, but it has a dipole term with 2p. Its source is $P_{2p}/r^2\propto P_{3s}/r^4$, so 2s acquires the 3s exponential through 2p, two powers weaker. This follows from the asymptotic equations; the 2s tail was not computed here. The general statement is therefore conditional: the highest orbital's exponential reaches an inner orbital if a direct exchange multipole with $L\ge1$, or a chain of them, connects the two.

## Does a Dyson orbital decay with its own ionization energy?

The second move proposes

$$d_n(\mathbf r)=\sqrt N\int\Phi_n^*(2,\dots,N)\,\Psi(\mathbf r,2,\dots,N)\,d2\cdots dN ,$$

where $\Psi$ is the initial state, $\Phi_n$ an ion state, and the spin of the removed electron is left implicit. The name alone changes nothing. If $\Psi$ is the Hartree-Fock determinant, expansion in the coordinates of the first electron gives

$$\Psi=\frac1{\sqrt N}\sum_j(-1)^{j+1}\varphi_j(1)\,\Phi^{(j)}(2,\dots,N),$$

where $\Phi^{(j)}$ is the determinant without $\varphi_j$. These ion determinants are orthonormal. The overlap with $\Phi^{(i)}$ is $\pm\varphi_i$, the same canonical orbital with the same forced tail.

For the exact state, split off one electron: $H=H_{\rm ion}-\tfrac12\nabla^2-Z/r+\sum_{k\ge2}1/|\mathbf r-\mathbf r_k|$. Projecting $H\Psi=E\Psi$ on $\Phi_n$, with $I_n=E_n^{\rm ion}-E$, gives

$$\left(-\tfrac12\nabla^2-\tfrac Zr+I_n\right)d_n+\sum_mW_{nm}d_m=0,\qquad W_{nm}=\Big\langle\Phi_n\Big|\sum_{k\ge2}\frac1{|\mathbf r-\mathbf r_k|}\Big|\Phi_m\Big\rangle .$$

For $n\ne m$ the monopole vanishes because the ion states are orthogonal. The dipole part, if allowed, falls as $r^{-2}$. Let channel 0 have the lowest ionization energy. On a function with the exponential of $d_0$, the kinetic and Coulomb terms give $-I_0$ at leading order, so

$$d_n\to-\frac{W_{n0}}{I_n-I_0}\,d_0 .$$

Exact Dyson amplitudes thus generally share the slowest exponential as well. Exceptions require the couplings to channel 0, direct and indirect, to vanish. The expression is first-order perturbation theory for the ion in the field of the distant electron: $d_n$ records a virtual admixture of $\Phi_n$ in the polarized ion. It fails for nearly degenerate ion states, whose mixing must be solved without dividing by a small gap.

This was tested on a wave function for two electrons on a line, each attracted by $-1.5/\sqrt{x^2+1}$ and repelling by $1/\sqrt{(x_1-x_2)^2+1}$ in atomic units. The amplitudes were formed from the definition, up to a common factor. On a finite-difference grid with step 0.25 bohr the ionization energies are $I_0=10.42$ eV and $I_1=25.68$ eV. Removing the grid error raises $I_1$ by about 0.01 eV and the decay constants below by less than 0.005 Å⁻¹, and leaves the amplitude ratio unchanged to the digits given. Around 8.5 Å, $d_0$ decays at 1.58 Å⁻¹ and $d_1$ at 1.88 Å⁻¹, whereas its own energy would give 2.55 Å⁻¹. The ratio $|d_1/d_0|$ is 0.0086. The leading formula gives 0.0063. The gradient series derived above, taken to $3t^3$ with the ion gap in place of $\Delta\varepsilon$, gives 0.0079, which is 8% below the computed ratio. I have not separated that remainder completely. The omitted $\rho''$ term, $3/[x^2(I_1-I_0)]$ relative to the leading value, is about 2% at this distance, and the next term of the series, $7.5t^4$, is about 1%; further omitted terms of higher order in $1/x$ also contribute.

## Which exponential controls the partial rate?

Since both kinds of orbital have the slow tail, the third move would give the inner channel nearly the field dependence of the outer one. To decide whether that is right, one must compute outgoing flux. Consider the region outside a core surface at $x=0$, with two coupled channels:

$$u_0''=2(I_0-Fx)u_0+2Wu_1,\qquad u_1''=2(I_1-Fx)u_1+2Wu_0,\qquad W=\frac{w}{(x+b)^2}.$$

The core supplies $u_0(0)=1$ and $u_1(0)=c$. The channels are ion states already dressed by the static field $F$, so the remaining coupling vanishes at infinity. The Coulomb tail is omitted, and the final ion state is treated as stable. The last assumption is serious for a 2p hole in Si²⁺, which can decay by filling the hole with one 3s electron and ejecting the other.

**Outgoing waves.** With $z_j=(2F)^{1/3}(I_j/F-x)$, the uncoupled equation becomes Airy's equation. Its outgoing solution is $O_j={\rm Bi}(z_j)+i\,{\rm Ai}(z_j)$. From ${\rm Ai}\,{\rm Bi}'-{\rm Ai}'{\rm Bi}=1/\pi$ and $dz_j/dx=-(2F)^{1/3}$, its flux is ${\rm Im}(O_j^*O_j')=(2F)^{1/3}/\pi$. If $C_j$ is the coefficient of $O_j$ at infinity,

$$\Gamma_j=|C_j|^2\,\frac{(2F)^{1/3}}\pi .$$

This is the rate for the chosen boundary normalization; ratios of rates do not depend on that choice.

First set $W=0$. Then $C_1=c/O_1(0)$. For weak field $|O_1(0)|^2\simeq e^{2\zeta}/(\pi\sqrt{z_1(0)})$, where $\zeta=\tfrac23z_1(0)^{3/2}=\kappa_1^3/(3F)$ and $\kappa_j=\sqrt{2I_j}$. Since $(2F)^{1/3}\sqrt{z_1(0)}=\kappa_1$,

$$\Gamma_1\simeq c^2\kappa_1e^{-2\kappa_1^3/(3F)}.$$

**The effect of coupling.** Let $R$ solve the uncoupled channel-1 equation with $R(0)=0$, $R'(0)=1$. Then $(Ru_1'-R'u_1)'=2WRu_0$. At $x=0$ the bracket is $-c$. At infinity the forced part of $u_1$ drops out because $W\to0$, and the bracket becomes $C_1(RO_1'-R'O_1)$. This Wronskian is constant and equals $-O_1(0)$. Therefore

$$C_1O_1(0)=B(F),\qquad B(F)=c-\int_0^\infty2W\,R\,u_0\,dx .$$

On the real axis the integrand grows under the barrier roughly as $e^{(\kappa_1-\kappa_0)x}$, which seems to favour late transfer and a changed exponent. But the integral also contains oscillations beyond the barrier, and its size cannot be read from the largest integrand.

To first order in $w$, $u_0=O_0(x)/O_0(0)$. All factors are then analytic in the upper right quadrant, since the pole of $W$ is at $x=-b$. The more slowly varying part of $RO_0$ behaves at large $|x|$ as $\exp[i(I_1-I_0)\sqrt{2x/F}]$, which decays for $x=iy$; the other part decays faster. The contour can therefore be turned upward. On it there is no exponential growth near the core, and as $F\to0$ the integrand at fixed $x$ tends to its field-free form, $R\to\sinh(\kappa_1x)/\kappa_1$ and $u_0\to e^{-\kappa_0x}$. Hence $B(F)\to B_0$ with

$$B_0=c-\frac w{\kappa_1}(J_--J_+),\qquad J_\mp=\int_0^{i\infty}\frac{e^{(\pm\kappa_1-\kappa_0)x}}{(x+b)^2}\,dx .$$

For $J_+$ the contour may be turned back to the positive real axis. For $J_-$ put $p=\kappa_1-\kappa_0$. One integration by parts, and passage above the pole, give

$$J_-=\frac1b+p\,e^{-pb}\left[i\pi-{\rm Ei}(pb)\right].$$

The weak-field rate, to first order in the coupling amplitude, is

$$\Gamma_1\simeq|B_0|^2\kappa_1\exp\!\left(-\frac{2\kappa_1^3}{3F}\right).$$

The coupling changes the amplitude and leaves the channel's exponent in place. This also holds for $c=0$: then $B_0$ comes entirely from coupling, yet the exponent still contains $\kappa_1$. For real $c$ and $w\neq0$, $B_0$ cannot vanish, since its imaginary part is $-\pi(w/\kappa_1)\,p\,e^{-pb}$. The result also requires a real barrier, $\kappa_1^3/(3F)\gg1$.

**Numbers for the two channels.** Take $I_0=10$ eV, $I_1=15$ eV, $w=2$ eV Å², $b=1.5$ Å and $c=0.5$. The closed form gives $|B_0|=0.450$, so coupling lowers the inner rate by the factor $(0.450/0.5)^2=0.81$. At 1 V/Å the first-order contour integral gives $|B|=0.4561$, and integration of the coupled equations without expansion in $W$ gives 0.4563.

From the same coupled solutions at 1 and 2 V/Å, the slope of $\ln\Gamma_1$ against $1/F$ is $-39.72$ V/Å. The value from $I_1$ is $-39.68$ V/Å; the value from $I_0$ is $-21.60$ V/Å. The exponent therefore follows the inner channel. At this coupling the first-order and full amplitudes differ by only 0.03%, so the comparison confirms the first-order result but does not probe strong coupling. The field range is also specific to the model: with the Coulomb tail of a singly charged ion, a 10 eV level would lie above the barrier beyond about 1.7 V/Å.

At 1 V/Å the weak-field estimate of the branching ratio, with the uncoupled form for $\Gamma_0$, is

$$\frac{\Gamma_1}{\Gamma_0}\simeq0.450^2\sqrt{\frac{15}{10}}\;e^{-(39.68-21.60)}=3.5\times10^{-9}.$$

The coupled calculation gives $3.7\times10^{-9}$. Using $\kappa_0$ in the inner exponent would multiply the inner rate by $e^{18.1}\approx7\times10^7$.

## What does the slow tail do in the field?

It appears as flux in the bare channel at finite distance. Inserting $u_1\simeq-Wu_0/(I_1-I_0)$ in the flux gives, at leading order, the share

$$\frac{J_1(x)}{\Gamma_0}\simeq\left(\frac{W(x)}{I_1-I_0}\right)^2\propto x^{-4}\quad(x\gg b).$$

This flux belongs to an electron leaving in channel 0 while its field polarizes the ion. As the electron recedes, the admixture disappears.

At 1 V/Å the outer electron leaves the barrier at $10/1=10$ Å. At 20 Å the formula gives $[2/(21.5^2\times5)]^2=7.5\times10^{-7}$; the computed share is $6.5\times10^{-7}$. Read as a branching ratio, the latter would be too large by a factor of 173. At 40 Å the computed share has dropped to $3.7\times10^{-8}$, against $5.4\times10^{-8}$ from the formula. By then the true channel-1 amplitude is about a quarter of the forced one, since $\sqrt{3.7\times10^{-9}/5.4\times10^{-8}}=0.26$. Their interference can change the flux by up to about half, enough to cover this difference.

## Changes needed in the argument

The 2p tail of Si²⁺ may not be fitted with $\kappa_{2p}$ at distances where the exchange tail dominates, nor may the fitted slow exponential be inserted in a rate formula. With frozen-orbital energies, the leading exponent for leaving a 2p hole is $(6.00/2.906)^3=8.8$ times that for removing 3s. This assumes that the channel result carries over to the ion: a Coulomb tail changes the power of $F$ in front of the exponential, but its effect on the amplitude, and the Auger width of the hole, have not been computed here.

A defensible calculation should name the final ion state, include its coupling to lower channels, and extract the coefficient of that channel's outgoing wave. If a Dyson orbital is used as input, its forced part must first be separated from the part that decays with $\kappa_n$. The numerical output below gives the values on which these comments rest.

## Table of computed values

```
Si2+ Hartree-Fock, nonrelativistic
energy 3s: -32.163 eV
energy 2p: -137.16 eV
energy 2s: -189.02 eV
Gaussian-basis energy 3s: -32.164 eV
Gaussian-basis energy 2p: -137.18 eV
kappa from 3s energy: 2.9055 1/angstrom
kappa from 2p energy: 6 1/angstrom
tail interval start: 4 angstrom
tail interval end: 4.5 angstrom
actual 3s decay: 2.4266 1/angstrom
actual 2p decay: 2.9279 1/angstrom
2p decay expected from own energy: 5.7774 1/angstrom
2p decay, 3s exchange off: 5.7771 1/angstrom
own-energy law, 3s exchange off: 5.7678 1/angstrom
radial dipole D(2p,3s): 0.091778 angstrom
P2p/P3s at interval end: 0.00022823
forced-tail formula, leading: 0.00020719
forced-tail formula, corrected: 0.00022569
Two-electron model, Dyson amplitudes
I0: 10.419 eV
I1: 25.684 eV
distance of ratio: 8.4668 angstrom
decay of d0: 1.5847 1/angstrom
decay of d1: 1.881 1/angstrom
d1 decay expected from I1: 2.5534 1/angstrom
|d1/d0|: 0.0085993
forced formula, leading: 0.0063026
forced formula, corrected: 0.0079337
Two-channel field model
I0: 10 eV
I1: 15 eV
coupling w: 2 eV angstrom^2
coupling length b: 1.5 angstrom
inner amplitude ratio c: 0.5
|B| at zero field, closed form: 0.44955
|B| at 0.1 V/angstrom, contour: 0.45025
|B| at 1 V/angstrom, contour: 0.45611
|B| at 1 V/angstrom, coupled: 0.45626
rate ratio G1/G0 at 1.0 V/angstrom: 3.7408e-09
rate ratio G1/G0 at 1.5 V/angstrom: 1.5773e-06
rate ratio G1/G0 at 2.0 V/angstrom: 3.2649e-05
slope of ln G1 against 1/F: -39.717 V/angstrom
slope from I1: -39.684 V/angstrom
slope from I0: -21.601 V/angstrom
outer exit at 1 V/angstrom: 10 angstrom
channel-1 flux share at 2 exits: 6.4873e-07
channel-1 flux share at 4 exits: 3.7041e-08
misread share / true rate ratio: 173.42
G1 / weak-field formula at 1 V/angstrom: 1.0227
```
